# How errors in the static response propagate to the local field correction

## Question

A path-integral Monte Carlo calculation gives the static density response \(\chi(q)\) of \(N\) interacting electrons in a periodic cell. With the ideal response \(\chi_0(q)\) and \(v=4\pi/q^2\), one inverts for the local field correction,

\[
G=1-\frac1v\left(\frac1{\chi_0}-\frac1\chi\right).
\]

Suppose that \(\chi\) is known to one part in a thousand, and that finite size changes the responses by about a per cent. How accurate is \(G\) at small and at large \(q\), and how do its errors scale with \(q\) and \(N\)?

## Answer

### Conventions and the two amplification factors

Hartree atomic units are used. The electrons are unpolarized, with density \(n=N/V\), cell volume \(V=L^3\) and a uniform neutralizing background. A weak external potential of amplitude \(U\) at wave vector \(q\) induces the density amplitude \(\delta n=\chi U\). The local field correction is defined by letting the ideal gas respond to an effective potential,

\[
\delta n=\chi_0\,[\,U+v(1-G)\,\delta n\,].
\]

Collecting \(\delta n\) on the left and dividing by \(U\) gives

\[
\chi=\frac{\chi_0}{1-v(1-G)\chi_0},\qquad
\frac1\chi=\frac1{\chi_0}-v(1-G),
\]

and solving the second form for \(G\) gives the inversion formula. At the allowed wave vectors of the cell the periodic Coulomb interaction has the same Fourier coefficients \(4\pi/q^2\), so the formula applies there unchanged.

Both responses are negative. With the positive numbers \(X=-v\chi\) and \(X_0=-v\chi_0\),

\[
G=1+\frac1{X_0}-\frac1X .
\]

Let the computed responses be \(\chi(1+r)\) and \(\chi_0(1+r_0)\). Since \(1/(1+r)=1-r+r^2-\dots\), to first order

\[
\delta G=\frac{r}{X}-\frac{r_0}{X_0}.
\]

The factors \(1/X\) and \(1/X_0\) turn relative errors of the responses into absolute errors of \(G\), whatever the source of \(r\) and \(r_0\).

For random errors with relative standard deviations \(s\) and \(s_0\) and correlation coefficient \(c\), squaring and averaging gives

\[
\sigma_G^2=\frac{s^2}{X^2}+\frac{s_0^2}{X_0^2}-\frac{2c\,s\,s_0}{XX_0}.
\]

The term \(r^2\) leaves a bias \(-s^2/X\) when \(\chi_0\) is exact and \(r\) has zero mean. The bias is smaller than \(\sigma_G=s/X\) by the factor \(s\), so the linear formula is good for \(s\ll1\). Correlated Gaussian errors sent through the full inversion gave a standard deviation of 0.0773, against 0.0774 from the formula; the bias was tested in the same way.

### Where \(s\) comes from

The external potential adds \(W=U\rho_{-q}\) to the Hamiltonian \(H\), with \(\rho_q=\sum_i e^{-i\mathbf q\cdot\mathbf r_i}\). To first order in \(W\),

\[
e^{-\beta(H+W)}=e^{-\beta H}\left[1-\int_0^\beta d\tau\,W(\tau)\right],\qquad
W(\tau)=e^{\tau H}We^{-\tau H}.
\]

Because \(\langle\rho_q\rangle=0\) without the perturbation, the normalization does not change at this order. Dividing the induced \(\langle\rho_q\rangle\) by \(VU\), and using the cyclic property of the trace, gives the estimator

\[
\chi=-\frac1V\int_0^\beta d\tau\,\langle\rho_q(\tau)\rho_{-q}(0)\rangle .
\]

For fermions, paths are sampled with positive weights and carry a sign \(S=\pm1\); an average is \(\langle AS\rangle'/\langle S\rangle'\), where the prime denotes the positive weights. Since \(S^2=1\), the variance of \(S\) is \(1-\bar S^2\), with \(\bar S=\langle S\rangle'\). From \(M\) independent samples the denominator has relative error \(\sqrt{1-\bar S^2}/(\bar S\sqrt M)\). When \(\bar S\ll1\), the denominator alone therefore contributes about \(1/(\bar S\sqrt M)\) to the relative error. The numerator has noise of its own, and correlation between the two can raise or lower the total \(s\). Below, \(s\) is an input; the sign problem is not simulated.

### Small \(q\): the absolute error is finite, the relative error is not

As \(q\to0\), the ideal response tends to \(-\partial n/\partial\mu\), the derivative being that of the ideal gas at the given temperature. Hence

\[
\frac1{X_0}=\frac{q^2}{\kappa^2}+O(q^4),\qquad
\kappa^2=4\pi\frac{\partial n}{\partial\mu}.
\]

Assume \(G=aq^2+O(q^4)\) with \(a>0\). The quadratic form goes with a finite compressibility; the sign of \(a\) is an assumption here. Then

\[
\frac1X=1-G+\frac1{X_0}
=1+\left(\frac1{\kappa^2}-a\right)q^2+O(q^4).
\]

The limit \(X\to1\) is perfect screening: the induced charge cancels the external charge, whatever the value of \(a\). The information about \(G\) sits in a correction of order \(q^2\) to a number that tends to one. Dividing \(\delta G\) by \(aq^2\) gives

\[
\frac{\delta G}{G}\to\frac{r}{aq^2}-\frac{r_0}{a\kappa^2}.
\]

An error of \(\chi\) is amplified without limit relative to \(G\), while an error of \(\chi_0\) is multiplied by a constant.

The smallest wave vector of the cell is \(q_1=2\pi/L=2\pi(n/N)^{1/3}\). For a relative accuracy \(\eta\) of \(G\) at \(q_1\), with exact \(\chi_0\), one needs

\[
s=\eta\,G(q_1)X(q_1)\to\eta\,a(2\pi)^2\left(\frac nN\right)^{2/3}.
\]

If the variance per sample stayed fixed, the number of samples would have to grow as \(1/s^2\propto N^{4/3}\). A fall of \(\bar S\) with \(N\) adds to this cost.

### Large \(q\): amplification by \(q^4\)

Let \(S(q,\omega)\) be the dynamic structure factor per electron. In the estimator, \(\langle\rho_q(\tau)\rho_{-q}(0)\rangle=N\int d\omega\,S(q,\omega)e^{-\omega\tau}\). At large \(q\) this decays fast from \(\tau=0\), and by symmetry equally fast from \(\tau=\beta\). The two ends contribute equally, so

\[
\chi\simeq-2n\int d\omega\,\frac{S(q,\omega)}{\omega}.
\]

The weight lies near the recoil energy \(\omega_q=q^2/2\). Its mean and width follow from the commutator

\[
[H,\rho_{-q}]=\sum_i e^{i\mathbf q\cdot\mathbf r_i}\left(\frac{q^2}{2}+\mathbf q\cdot\mathbf p_i\right),
\]

in which the interaction drops out because it commutes with the density. At large \(q\) the terms linking different electrons oscillate and are dropped at this order. The norm of \(S(q,\omega)\) is then 1, the mean frequency is \(q^2/2\), and the mean square is

\[
\left\langle\left(\frac{q^2}{2}+\mathbf q\cdot\mathbf p\right)^2\right\rangle
=\frac{q^4}{4}+\frac{q^2\langle p^2\rangle}{3}
=\frac{q^4}{4}+\frac{2tq^2}{3}.
\]

Here \(t=\langle p^2\rangle/2\) is the kinetic energy per electron, and the linear term vanishes by symmetry. The variance is \(2tq^2/3\). Writing \(\omega=\omega_q(1+x)\), with \(\langle x\rangle=0\), one has

\[
\left\langle\frac1\omega\right\rangle
=\frac{1-\langle x\rangle+\langle x^2\rangle-\dots}{\omega_q}
=\frac2{q^2}\left(1+\frac{8t}{3q^2}+\dots\right).
\]

Multiplying by \(2nv\), and using \(\omega_p^2=4\pi n\),

\[
X=\frac{4\omega_p^2}{q^4}\left(1+\frac{8t}{3q^2}+\dots\right),\qquad
\frac1X=\frac{q^4}{4\omega_p^2}-\frac{2tq^2}{3\omega_p^2}+O(1).
\]

The size \(O(1)\) of the remainder is a power-counting estimate: curvature of the potential, higher momentum averages and pair terms enter \(X\) at relative order \(q^{-4}\). The same expansion holds for \(X_0\) with the ideal kinetic energy \(t_0\). In the difference the \(q^4\) terms cancel and

\[
G=\frac{2(t-t_0)}{3\omega_p^2}\,q^2+O(1).
\]

The physics at large \(q\) is plain: both gases recoil almost as free electrons, \(\chi\) and \(\chi_0\) nearly coincide, and \(G\) is read from their small difference. At fixed \(s\), \(\sigma_G\simeq s\,q^4/(4\omega_p^2)\). Keeping it constant requires \(s\propto q^{-4}\), hence samples in proportion to \(q^8\) if the relative variance per sample does not depend on \(q\). If \(G\) has its kinetic tail, \(\sigma_G/|G|\) grows as \(q^2\), and the tail stands above the noise only while

\[
q^2<\frac{8|t-t_0|}{3s}.
\]

The tail was tested on an interacting system without assuming a local field: two electrons in a singlet ground state in a periodic cell, at the density used below. The ideal pair is at rest, so \(t_0=0\). The calculation gives \(t=0.00736\) hartree and, between 8 and 12 units of \(2\pi/L\), a slope of \(G\) in \(q^2\) of 0.01307 bohr². The law gives \(2(0.00736)/(3\times0.375)=0.0131\) bohr². \(G\) itself rises there from 2.88 to 5.38. This supports the expansion for the pair; it does not determine \(t-t_0\) for the gas.

### Errors shared by the two responses

If \(\chi\) and \(\chi_0\) carry the same relative error \(r\), then

\[
1-\tilde G=\frac1{1+r}\left(\frac1X-\frac1{X_0}\right)=\frac{1-G}{1+r},
\]

where \(\tilde G\) is the inverted value. To first order \(\delta G=r(1-G)\), without the factor \(q^4\).

The correlation must be very close to one to realize this gain. At large \(q\), with \(X\simeq X_0\) and \(s_0=s\), the variance formula becomes

\[
\sigma_G\simeq\frac sX\sqrt{2(1-c)}.
\]

Noise in \(\chi_0\) thus helps only if \(c>1/2\), compared with an exact \(\chi_0\), and a tenfold reduction needs \(1-c=0.005\). As \(c\to1\), this expression gives way to the limit \(s|1-G|\). Separate simulations with independent noise do not have this correlation.

### Finite size: which ideal response belongs in the inversion

The ideal response can be found for the same cell and the same fixed number of electrons, \(N/2\) per spin. For one spin, a term of the estimator moves an electron from \(k\) to \(k'=k+q\) and back:

\[
\langle n_k(1-n_{k'})\rangle\int_0^\beta d\tau\,e^{\tau\Delta}
=\langle n_k(1-n_{k'})\rangle\frac{e^{\beta\Delta}-1}{\Delta},\qquad
\Delta=\epsilon_k-\epsilon_{k'} .
\]

Exchanging a filled \(k\) with an empty \(k'\) preserves the number and changes the Boltzmann weight, so \(e^{\beta\Delta}\langle n_k(1-n_{k'})\rangle=\langle n_{k'}(1-n_k)\rangle\). The products \(n_kn_{k'}\) cancel, leaving \((\langle n_{k'}\rangle-\langle n_k\rangle)/\Delta\). With two spins and the prefactor \(-1/V\),

\[
\chi_0^N=\frac2V\sum_k\frac{\langle n_k\rangle-\langle n_{k+q}\rangle}{\epsilon_k-\epsilon_{k+q}} .
\]

For \(\Delta=0\) the summand is replaced by \(-\beta\langle n_k(1-n_{k+q})\rangle\). Direct integration over \(\tau\) confirmed the sum in a numerical test.

Let a superscript \(N\) mark quantities of the finite cell. The consistent choice is

\[
G^N=1+\frac1{X_0^N}-\frac1{X^N}.
\]

Using the infinite-system \(X_0\) with the same \(X^N\) instead shifts the result by

\[
G_{\rm mix}-G^N=\frac1{X_0}-\frac1{X_0^N}=\frac{1}{X_0}\,\frac{r_N}{1+r_N},\qquad
r_N=\frac{\chi_0^N}{\chi_0}-1 .
\]

The interacting term has cancelled, so this mixing error is known without any simulation. At small \(q\) it is about \(r_Nq^2/\kappa^2\). At large \(q\) the recoil expansion gives

\[
G_{\rm mix}-G^N\simeq\frac{2(t_0^N-t_0)}{3\omega_p^2}\,q^2 .
\]

This false tail has the same power of \(q\) as the true kinetic tail, so its shape cannot reveal it.

The consistent choice removes the mixing error but leaves the intrinsic difference between \(G^N\) and the infinite-system \(G\). At large \(q\) this difference has a tail of its own, \(2[(t^N-t_0^N)-(t-t_0)]\,q^2/(3\omega_p^2)\), which is not computed here and which the model below sets to zero. It can be estimated from calculations at several values of \(N\). To obtain the infinite-system \(\chi\), one can insert \(G^N\) together with the infinite-system \(\chi_0\). From \(1/X=1-G+1/X_0\), an error \(\delta G\) gives \(-r/X=-\delta G\), hence \(r=X\,\delta G\): the factor that spoils the inversion suppresses errors on the way back. At fixed \(G\), the same relation shows that a size error \(r_N\) of \(\chi_0\) appears in \(\chi\) as \((X/X_0)r_N\).

### Numbers for a warm electron gas

Take \(r_s=2\) bohr and a temperature equal to the Fermi energy, \(T=0.460\) hartree (12.5 eV). Then \(k_F=0.960\) bohr⁻¹, \(\omega_p^2=0.375\) hartree² and \(\kappa^2=0.646\) bohr⁻². The Hubbard local field

\[
G=\frac12\frac{q^2}{q^2+k_F^2}
\]

stands in for the unknown one, with \(a=1/(2k_F^2)=0.543\) bohr². It is a model without a kinetic tail, and it is taken to be independent of \(N\). Its coefficient \(a\) is not fitted to the compressibility of this gas: published fits of the exchange-correlation free energy (KSDT, GDSMFB) give \(a\approx0.34\) to \(0.35\) bohr² at this density and temperature. Since \(\sigma_G/G\to s/(aq^2)\), the relative errors of the real gas as \(q\to0\) are about 1.6 times those of the model. At the smallest wave vectors of the small cells, where the Hubbard form has already bent below \(aq^2\), the difference is smaller. For \(N=14\), \(s=0.001\) and exact \(\chi_0\):

| \(q/k_F\) | \(G\) | \(1/X\) | \(\sigma_G\) | mixing error |
|---|---|---|---|---|
| 0.84 | 0.208 | 1.88 | 0.0019 | +0.019 |
| 1.69 | 0.370 | 6.17 | 0.0062 | +0.062 |
| 3.37 | 0.460 | 56.5 | 0.057 | −0.159 |
| 5.06 | 0.481 | 327 | 0.33 | −0.66 |
| 6.74 | 0.489 | 1103 | 1.10 | −0.94 |

The first row shows the arithmetic. With \(X=0.531\), \(\sigma_G=0.001/0.531=0.0019\), or 0.9 per cent of \(G\). The size error of \(\chi_0\) is 1.76 per cent, and \(1/X_0=1.092\), so the mixing error is \(1.092\times0.01755/1.01755=0.0188\), or 9 per cent of \(G\). It is ten times the statistical error. In \(\chi\) itself, under the assumption of fixed \(G\), the size error is only 1.0 per cent.

In the last row the noise is more than twice \(G\), although \(\chi\) is accurate to 0.1 per cent. A fully shared error of that size would give only \(0.001(1-0.489)=0.0005\).

The relative error of \(G\) is least near \(q=0.86k_F\), where \(\sigma_G/G=9.1s\). Even there, one per cent accuracy of \(G\) needs \(s\simeq0.0011\). The upper limit of the useful range is taken where \(\sigma_G=G\). With the large-\(q\) forms of both, \(G\to1/2\) in this model and \(s\,q^4/(4\omega_p^2)=1/2\), so

\[
q=\left(\frac{2\omega_p^2}{s}\right)^{1/4}
=(750)^{1/4}=5.23\ \text{bohr}^{-1}=5.45\,k_F .
\]

The full expression gives \(5.54k_F\). In this model the limit moves only about as \(s^{-1/4}\): a tenfold reduction of \(s\) extends it by a factor of about 1.8. This limit belongs to the model, not to the real gas. The free-energy fits give \(t-t_0\approx-0.005\) to \(-0.008\) hartree at this density and temperature, hence a kinetic tail of \(-0.26\) to \(-0.40\) at \(5.5k_F\), comparable with the model \(G\) and opposite in sign. That tail stands above the noise only up to about \(4\) to \(5k_F\), and it is smaller than the false tail of the 14-electron cell found next.

The mixing error changes sign between small and large \(q\), because \(r_N\) does. Its negative sign at large \(q\) follows from \(t_0^N-t_0=-0.0104\) hartree. At \(q=6.74k_F=6.47\) bohr⁻¹ the tail law gives

\[
\frac{2(-0.0104)(6.47)^2}{3(0.375)}\simeq-0.77,
\]

against the computed \(-0.94\). The gap of \(-0.17\) is mostly the \(O(1)\) remainder, which does not vanish but settles near \(-0.13\) as \(q\) grows. Far out, at 60 units of \(2\pi/L\), the values are \(-43.4\) from the law and \(-43.5\) from the direct sum.

### Scaling with \(N\)

For \(N=14\), 38 and 66, \(N(t_0^N-t_0)\) is \(-0.145\), \(-0.140\) and \(-0.140\) hartree. Over these sizes the false tail at fixed large \(q\) therefore falls nearly as \(1/N\). The value matches the correction for fixing the number of electrons of each spin, \(-T\,\partial\ln\kappa^2/\partial\ln m=-0.140\) hartree, with \(m\) the electron mass and \(n\), \(T\) held fixed. This regular behaviour needs a warm gas. At a quarter of the Fermi temperature the same three products are \(+0.216\), \(-0.449\) and \(+0.031\) hartree, and \(r_N\) at the smallest wave vector also changes sign with \(N\), so neither the \(1/N\) rule nor the sign carries over. At the smallest wave vector the mixing error falls faster, from 0.019 through 0.0034 to 0.0014. There \(r_N\) also falls nearly as \(1/N\), and the factor \(q_1^2\) supplies another \(N^{-2/3}\). Relative to \(G\), the error drops from 9 per cent at \(N=14\) to 1.4 per cent at \(N=66\).

The statistical demand moves the other way. For 10 per cent accuracy of \(G\) at \(q_1\), the permitted \(s\) is 0.0110, 0.0095 and 0.0079 for the three sizes. This fall is slower than \(N^{-2/3}\) because \(q_1\) is still between \(0.84k_F\) and \(0.50k_F\). Between \(N=10^4\) and \(10^5\) the computed power is \(-0.661\), close to \(-2/3\).

For a part-per-thousand \(\chi\) in this model, then, statistical noise permits a useful \(G\) from the smallest wave vectors of these cells up to a few \(k_F\). In the 14-electron cell the choice of \(\chi_0\) matters more than that noise over most of this range; the exception is near \(2.8k_F\), where the mixing error passes through zero. The separate values are in the numerical output.

## Calculated quantities

```
r_s = 2.0 bohr, T/E_F = 1.0, s = 0.001
density n = 0.029842 bohr^-3, kF = 0.95958 bohr^-1
temperature T = 0.46040 hartree = 12.528 eV
chemical potential mu = -0.00988 hartree
wp^2 = 0.37500 hartree^2, kappa^2 = 0.64616 bohr^-2
a in G = a q^2 : 0.54301 bohr^2
ideal kinetic energy t0 = 0.781172 hartree per electron
N = 14, dimensionless columns:
j  q/kF   X0        X         G       1/X0      1/X       sigma_G
1  0.843  9.160e-01 5.308e-01 0.2076  1.092e+00 1.884e+00 1.884e-03
2  1.685  1.805e-01 1.621e-01 0.3698  5.539e+00 6.169e+00 6.169e-03
3  2.528  5.345e-02 5.188e-02 0.4324  1.871e+01 1.928e+01 1.928e-02
4  3.371  1.786e-02 1.769e-02 0.4596  5.599e+01 5.653e+01 5.653e-02
6  5.056  3.059e-03 3.054e-03 0.4812  3.269e+02 3.274e+02 3.274e-01
8  6.741  9.074e-04 9.070e-04 0.4892  1.102e+03 1.103e+03 1.103e+00
j  size err chi0  size err chi   mixing err G   common-noise sigma_G
1  +1.7553e-02   +1.0097e-02   +1.8833e-02   7.924e-04
2  +1.1282e-02   +1.0118e-02   +6.1791e-02   6.302e-04
3  +2.3809e-03   +2.3107e-03   +4.4439e-02   5.676e-04
4  -2.8257e-03   -2.7988e-03   -1.5865e-01   5.404e-04
6  -2.0103e-03   -2.0071e-03   -6.5851e-01   5.188e-04
8  -8.5567e-04   -8.5527e-04   -9.4380e-01   5.108e-04
smallest q: N, q/kF, size err chi0, mixing err G, s for 10% of G
14  0.8427  +1.7553e-02  +1.8833e-02  1.1020e-02
38  0.6041  +6.3591e-03  +3.4160e-03  9.5019e-03
66  0.5026  +3.6998e-03  +1.3627e-03  7.9458e-03
N = 14: t0^N - t0 = -1.0360e-02 hartree, times N = -0.1450
N = 38: t0^N - t0 = -3.6949e-03 hartree, times N = -0.1404
N = 66: t0^N - t0 = -2.1287e-03 hartree, times N = -0.1405
power of N in needed s, N = 1e4 to 1e5: -0.6608
least relative error of G at q/kF = 0.85, sigma_G/G = 9.072 s
sigma_G equals G at q/kF = 5.539
noise test q/kF = 2: sd sampled 0.07731, formula 0.07739
far mixing error N = 14, j = 60: -43.4833, tail law -43.3547
two-electron cell: t = 0.007357 hartree, q unit = 1.54683 bohr^-1
two-electron cell: q = 2 units, G = 1.0689
two-electron cell: q = 4 units, G = 1.3755
two-electron cell: q = 8 units, G = 2.8754
two-electron cell: q = 12 units, G = 5.3778
G slope in q^2: computed 0.013073, kinetic law 0.013078 bohr^2
```
